# Space-charge-limited current with one nearly empty trap level

Take an insulating film of thickness $L$ that has no traps and no electrons of its own. A contact at $x=0$ injects electrons, and a contact at $x=L$, at a potential higher by $V$, collects them. In atomic units the electron charge has magnitude 1 and the vacuum permittivity is $1/4\pi$. Let $F$ be the force on an electron in the $+x$ direction, which is minus the electric field. Gauss's law for the negative charge density $-n$ in a medium of relative permittivity $\kappa$ then reads

$$\frac{dF}{dx}=\frac{4\pi}{\kappa}\,n ,$$

where $n$ is the number density of electrons. The two minus signs, from the charge and from the definition of $F$, have cancelled. If the electrons drift with a constant mobility $\mu$ and diffusion is neglected, the current density is $J=n\mu F$, counted positive along the electron motion. In a steady state $J$ is the same at every $x$, because otherwise charge would pile up somewhere.

Substituting $n=J/(\mu F)$ into Gauss's law and multiplying by $F$ gives

$$F\frac{dF}{dx}=\frac12\frac{d(F^2)}{dx}=\frac{4\pi J}{\kappa\mu}.$$

The right side is constant, so $F^2$ grows linearly from its value at the contact. We take that value to be zero. This describes a contact able to supply more electrons than the film can carry away: as long as the force at the contact pulls electrons inward, more of them enter, and their charge reduces the force there. Hence

$$F^2=\frac{8\pi J}{\kappa\mu}\,x,\qquad
V=\int_0^L F\,dx=\frac23\left(\frac{8\pi J}{\kappa\mu}\right)^{1/2}L^{3/2}.$$

Squaring, $V^2=(4/9)(8\pi J/\kappa\mu)L^3$, and solving for $J$,

$$J_0=\frac{9\kappa\mu}{32\pi}\frac{V^2}{L^3}.$$

This is the Mott–Gurney law. Its powers can be read without the integral. The film holds a charge per area proportional to $\kappa V/L$, as a capacitor does, and delivers it in a transit time proportional to $L^2/(\mu V)$. The quotient is proportional to $\kappa\mu V^2/L^3$.

Now suppose that nine of every ten electrons, at every place in the film, sit immobile in traps. The trapped electrons still repel the others, so the charge that the film can hold at a given voltage is unchanged. Only one tenth of it moves, so the current is one tenth of $J_0$. The argument needs the free fraction to be the same everywhere and at every voltage. It remains to find when a trap level provides this.

Let there be $N_t$ traps per volume, all at an energy $E_t$ below the band edge. Each is neutral when empty and can hold one electron, of either spin, but not two. If $n_t$ is the density of trapped electrons, their number changes by capture and release:

$$\frac{\partial n_t}{\partial t}=c\,n\,(N_t-n_t)-e\,n_t .$$

Capture needs a free electron and an empty trap; release needs a filled one. There is no transport term, because trapped electrons are taken not to move from trap to trap. In a steady state the left side vanishes, so

$$c\,n\,(N_t-n_t)=e\,n_t$$

at each point, even though a current flows. The balance holds however small $c$ and $e$ are. Fast trapping is therefore not a condition for the dc law; it matters for the approach to the steady state, to which we return.

The ratio $e/c$ follows from thermal equilibrium, where the same balance must hold. Let $E_F$ be the Fermi energy measured from the band edge and $\lambda=\exp(E_F/kT)$. An empty trap has statistical weight 1. Each of the two one-electron states, with energy $-E_t$, has weight $\lambda\exp(E_t/kT)$. The ratio of filled to empty traps is thus

$$\frac{n_t}{N_t-n_t}=2\lambda\,e^{E_t/kT}.$$

For the free electrons, with band mass $m$ and low enough density that Boltzmann statistics apply, the sum over wave vectors and two spins is a Gaussian integral:

$$n=2\lambda\int\frac{d^3k}{(2\pi)^3}\,e^{-k^2/2mkT}
=2\lambda\,\frac{(2\pi mkT)^{3/2}}{(2\pi)^3}=N_c\lambda,\qquad
N_c=2\left(\frac{mkT}{2\pi}\right)^{3/2}.$$

Here the $k$ in $kT$ is Boltzmann's constant, while the integration variable is the wave number. Eliminating $\lambda=n/N_c$ gives

$$\frac{n_t}{N_t-n_t}=\frac{n}{N_1},\qquad N_1=\frac{N_c}{2}\,e^{-E_t/kT}.$$

Comparison with the rate balance, which says $n_t/(N_t-n_t)=cn/e$, shows that $e/c=N_1$. We now assume that the field changes neither $c$ nor $e$, so that this ratio also holds under current. Multiplying out, $n_tN_1=nN_t-nn_t$, and therefore

$$n_t=\frac{N_t\,n}{n+N_1}.$$

The density $N_1$ is the free density at which half the traps are filled. If $n\ll N_1$, the traps are nearly empty and $n_t=(N_t/N_1)n$. The free fraction is then

$$\theta=\frac{n}{n+n_t}=\frac{1}{1+N_t/N_1}=\frac{N_1}{N_1+N_t}.$$

It contains the temperature and the properties of the film, but neither position nor voltage. The condition $n\ll N_1$ is what "shallow" means here: the level lies above the quasi-Fermi level, the Fermi energy that the local free density would have in equilibrium. A trap that is deep on the scale of $kT$ can still be shallow in this sense.

With traps, the current equation contains the free electrons, while Gauss's law contains all of them:

$$J=n\mu F,\qquad
\frac{dF}{dx}=\frac{4\pi}{\kappa}(n+n_t)=\frac{4\pi}{\kappa}\frac n\theta .$$

Eliminating $n$ gives $F\,dF/dx=4\pi J/(\kappa\theta\mu)$. This is the trap-free equation with $\mu$ replaced by $\theta\mu$. Since $\theta$ is constant, the integration is the same, with $F(0)=0$ as before:

$$F^2=\frac{8\pi J}{\kappa\theta\mu}x,\qquad
V^2=\frac49\,\frac{8\pi J}{\kappa\theta\mu}L^3,\qquad
J=\theta\,\frac{9\kappa\mu}{32\pi}\frac{V^2}{L^3}=\theta J_0 .$$

The exponents survive because $\theta$ depends on neither $V$ nor $L$. If $N_1\gg N_t$, then $\theta\to1$ and the traps hardly matter. If $N_1\ll N_t$, then $\theta\simeq N_1/N_t$, and the current carries the activation factor $\exp(-E_t/kT)$.

Putting $J$ back into $F$ gives

$$F=\frac{3V}{2L}\left(\frac xL\right)^{1/2},\qquad
n+n_t=\frac{\kappa}{4\pi}\frac{dF}{dx}=\frac{3\kappa V}{16\pi L^2}\left(\frac Lx\right)^{1/2}.$$

Neither expression contains $\theta$: at a given voltage the traps change which electrons are free, not the field or the total charge. The second expression also shows a limit of the argument. The density diverges at the injecting contact, so the traps there cannot be nearly empty. Unless $N_1\gg N_t$, when the traps hardly matter, the law needs $n\ll N_1$ in almost all of the film. The cost of the exception at the contact can be calculated.

Let $F_L$ be the force at $x=L$, $u=F/F_L$, and $r=n(L)/N_1$. Since $n=J/(\mu F)$, we have $n/N_1=r/u$. With $K=N_t/N_1$, the unapproximated occupancy gives

$$\frac{n}{n+n_t}=\frac{1}{1+K/(1+r/u)}.$$

For small $r/u$ the denominator is $1+K-Kr/u$ to first order. Because $1+K=1/\theta$ and $\theta K=1-\theta$, the fraction becomes

$$\frac{n}{n+n_t}\simeq\frac{\theta}{1-(1-\theta)r/u}\simeq\theta\left(1+\frac au\right),\qquad a=(1-\theta)r .$$

Gauss's law, solved for $dx$ with $n=J/(\mu F)$, reads

$$dx=\frac{\kappa\,dF}{4\pi(n+n_t)}=\frac{\kappa\mu F}{4\pi J}\,\frac{n}{n+n_t}\,dF .$$

Integrating $dx$ and $F\,dx$ from $u=0$ to 1,

$$L=\frac{\kappa\mu\theta F_L^2}{4\pi J}\left(\frac12+a\right),\qquad
V=\frac{\kappa\mu\theta F_L^3}{4\pi J}\left(\frac13+\frac a2\right).$$

The expansion fails for $u\lesssim r$, but this does no harm at first order. There the true free fraction is at most $\theta(1+r/u)$, so that region adds to the bracket for $L$ no more than $\int_0^r(u+r)\,du=3r^2/2$, and still less to the bracket for $V$. In $V^2/L^3$ the factor $F_L$ cancels:

$$\frac{V^2}{L^3}=\frac{4\pi J}{\kappa\mu\theta}\,\frac89\,\frac{(1+3a/2)^2}{(1+2a)^3}
\simeq\frac{32\pi J}{9\kappa\mu\theta}(1+3a-6a).$$

Hence $J\simeq\theta J_0(1+3a)$. To express $a$ through the voltage, use $n(L)=\theta(n+n_t)_L$ and $\theta/N_1=(1-\theta)/N_t$. To leading order,

$$a=(1-\theta)^2\frac{(n+n_t)_L}{N_t}=(1-\theta)^2\frac{3\kappa V}{16\pi L^2N_t}.$$

A natural scale is the voltage produced by completely filled traps alone. A uniform density $N_t$ gives $F=4\pi N_tx/\kappa$, and so $V_{\rm TFL}=2\pi N_tL^2/\kappa$, the trap-filled-limit voltage. In this unit $a=(3/8)(1-\theta)^2V/V_{\rm TFL}$, and

$$J\simeq\theta J_0\left[1+\frac98(1-\theta)^2\frac{V}{V_{\rm TFL}}\right].$$

The correction is positive because a partly filled level captures a smaller share of the electrons. When $\theta$ is small, the formula needs $V\ll V_{\rm TFL}$: at half of $V_{\rm TFL}$ it already gives only about half of the true excess.

For numbers, take a blanket film of organosilicate glass (SiCOH), a low-permittivity dielectric used between metal lines, with $L=500$ nm, $\kappa=3$, $V=10$ V and $T=373$ K. The electronic parameters are round assumptions: $\mu=1$ cm²/Vs, $N_t=10^{18}$ cm⁻³, $E_t=0.9$ eV, and the free-electron mass in the band. Then $kT=0.03214$ eV and $N_c=3.48\times10^{19}$ cm⁻³, so that

$$N_1=\frac{3.48\times10^{19}}{2}\,e^{-0.9/0.03214}\ {\rm cm^{-3}}=1.20\times10^{7}\ {\rm cm^{-3}},\qquad
\theta\simeq\frac{N_1}{N_t}=1.20\times10^{-11}.$$

In engineering units $\kappa/4\pi$ becomes $\kappa\varepsilon_0$, and the trap-free law is $J_0=(9/8)\kappa\varepsilon_0\mu V^2/L^3$. It gives 239 A/cm². With traps,

$$J=1.20\times10^{-11}\times239\ {\rm A/cm^2}=2.9\times10^{-9}\ {\rm A/cm^2},$$

or $1.2\times10^{-23}$ atomic units. The mean field is 0.2 MV/cm and the largest, at the collector, is $3/2$ of this, 0.3 MV/cm.

The total electron density at the collector is $5.0\times10^{15}$ cm⁻³, of which $\theta$ times this, $6.0\times10^4$ cm⁻³, is free. The traps there are filled to 0.5%. The mean total density is twice as large, so 1 cm² of film, with a volume of $5\times10^{-5}$ cm³, contains on average about six free electrons within the law, and about seven with the unapproximated occupancy, because the traps fill near the contact. The continuous density $n$ must be read as a time average.

Filling is a small matter here, since $V_{\rm TFL}=754$ V. The correction formula gives $(9/8)(10/754)=1.49\%$, and numerical integration with the unapproximated occupancy gives 1.51%. The correction also shifts the local exponents. The logarithmic derivative of the bracket with respect to $V$ is about 0.015, and with respect to $L$ about $-0.030$, because $V_{\rm TFL}\propto L^2$. The full model indeed has exponents 2.015 and $-3.03$. At $V_{\rm TFL}/2$, by contrast, its current is 2.1 times $\theta J_0$, and the simple law has failed. That voltage is a mathematical test of the trap model, not a usable operating point: it would put a mean field of 7.5 MV/cm across this film, above the rough breakdown field of 5 MV/cm.

Speed of trapping enters when the voltage is switched on. If capture and release are fast compared with the drift of the charge, $n=\theta(n+n_t)$ holds at each instant. Adding the free and trapped densities removes the exchange between them from the continuity equation:

$$\frac{\partial(n+n_t)}{\partial t}=-\frac{\partial(n\mu F)}{\partial x}
=-\frac{\partial}{\partial x}\left[\theta\mu(n+n_t)F\right].$$

The whole charge then moves as if it had mobility $\theta\mu$. Its transit time in the steady field is

$$t=\int_0^L\frac{dx}{\theta\mu F}
=\frac{2L}{3\theta\mu V}\int_0^L\left(\frac Lx\right)^{1/2}dx
=\frac{4L^2}{3\theta\mu V},$$

which is 28 s in the example. A rough attempt rate of $10^{13}$ s⁻¹ would give a release time of $10^{-13}e^{E_t/kT}$ s, or 0.14 s, and a capture time shorter by the factor $N_1/N_t$, $1.7\times10^{-12}$ s. A small neutral trap cannot capture that fast at the assumed mobility, because the electron must first diffuse to it. With the diffusion coefficient $\mu kT$ and a capture radius $a$, the capture rate is at most about $4\pi\mu kT\,aN_t$. For $a=0.5$ nm the capture time is then $5\times10^{-11}$ s, and the ratio $e/c=N_1$ makes the release time about 4 s. An electron is caught only about $28/4$, or 7, times on its way, so the picture of fast trapping is a rough one here. The dc law does not depend on it. A measurement must hold each voltage well beyond 28 s before its current can be compared with the dc law.

Slow traps behave differently at first. If capture takes much longer than a trap-free transit, the injected electrons cross before they are caught. The current varies strongly during the first crossing and then settles close to $J_0$. It then falls as the traps take up charge. A numerical simulation with $\theta=0.2$ shows this, with time in units of $L^2/(\mu V)$. For a capture time of 1000, the current at time 8 is 1.01 times $J_0$, and at time 20,000 it is 1.02 times $\theta J_0$. With capture ten thousand times faster, the final value is again 1.02 times $\theta J_0$. The final current does not depend on the speed of trapping. The common excess of 2% is the error of the grid of 200 cells: the steady state of the grid equations exceeds $\theta J_0$ by 1.2% with 400 cells and by 0.2% with 3200.

Several neglected effects are larger than the filling correction. With diffusion included at constant $\theta$, the current equation becomes

$$J=\theta\mu\left[(n+n_t)F-kT\frac{d(n+n_t)}{dx}\right].$$

Its solution for a total density of $N_t/10$ at the injecting contact, and no pile-up of electrons at the collector, gives 9% more current at the same voltage drop across the film. This figure depends strongly on the contact. A contact density of $N_t/30$ gives 1% less current instead. A richer contact fills the nearby traps, and with the unapproximated occupancy the excess is 20% when the contact Fermi level lies 0.9 eV below the band edge and 37% at 0.5 eV. Energetic disorder matters more. If the trap depths have a Gaussian spread of 0.05 eV, the trapped density at the collector, for the same free density, is 3.0 times larger, and the current falls by roughly this factor. Averaging $e^{E/kT}$ over the spread would give $\exp[0.05^2/(2\times0.03214^2)]=3.4$; the result is smaller because the deepest states begin to fill. For the same reason the free fraction now grows with the density, and the exponent of $V$ rises to about 2.09.

The assumption that empty traps are neutral is more critical still. An electron leaving a positively charged trap has potential energy $-1/(\kappa s)-Fs$ at distance $s$ along the force. Its maximum is at $s=(\kappa F)^{-1/2}$ and equals $-2(F/\kappa)^{1/2}$, so the field lowers the barrier by $2(F/\kappa)^{1/2}$. At the mean field this is 0.196 eV, and release straight along the force becomes faster by $e^{0.196/0.03214}$, about 440. Other directions gain less, since only the component of the force along the path helps. Averaged over all directions, with no gain against the force, the factor is about 60. Nearly empty traps of this kind would also charge the film, unless fixed negative charges balance them. The factors above are those of an isolated trap. At the mean field the maximum lies 4.9 nm from the trap, about half the mean trap spacing, so at the assumed density the neighbouring charges alter the barrier, and the gain can be much smaller. Even so, $\theta$ would depend on the field, and the $V^2/L^3$ law would be lost.

Neutral traps do not have this Coulomb lowering, but tunnelling through the tilted barrier can assist their release. A semiclassical estimate at the mean field, with the free-electron mass and escape straight along the force, adds 0.94 of the thermal rate; averaged over directions as above, it adds about 0.24. Where the field has this value, $\theta$ would rise by a factor of 1.9 if capture stayed the same. Since the reverse process also assists capture, that factor is an upper limit at this field within the estimate. Nearer the collector the field is higher and the factor larger, 2.5 at 0.3 MV/cm, so $\theta$ would also vary through the film. With this upper estimate applied at each depth, the current would be 1.7 times $\theta J_0$ and the exponent of $V$ about 2.4. Direct hopping between traps at their mean spacing of 10 nm is negligible, with an estimated mobility some 29 orders of magnitude below $\theta\mu$ for evenly spaced traps. Randomly placed traps allow shorter hops, which raise the estimate by several orders but leave it negligible.

Two energies must also lie on the right side of a limit. A contact with barrier $\phi$ offers a free density of about $N_ce^{-\phi/kT}$. This equals the free density at the collector when $\phi=kT\ln[N_c/n(L)]=1.09$ eV. The barrier must lie several $kT$ below this value for the contact to count as an unlimited source. By the same formula, the Fermi level of the film without injection must lie several $kT$ deeper than 1.09 eV, or background electrons would add an ohmic current.

For a real low-k film, the chosen permittivity and temperature are typical in a rough sense. The thickness and voltage suit a blanket test film; neighbouring lines in dense wiring are much closer and carry about 1 V. The mobility, the band mass and the trap parameters are not well known. Together, the assumed mobility and mass imply a mean free path below 0.1 nm, shorter than the distance between atoms. Free motion in a band is then not a sound picture, and $N_c$ is only a rough count of the mobile states. The current is proportional to the mobility, while the others enter through $\theta$: half the band mass multiplies it by 0.35, and a trap deeper by 0.1 eV multiplies it by $e^{-0.1/0.03214}=0.045$. Cooling to 300 K at fixed mobility lowers the current to $2.3\times10^{-12}$ A/cm². The contact is also open to doubt, because its barrier is not known here and may limit the injection. Suppose the barrier were 1.29 eV, 0.2 eV above the limit, with no lowering by the field. The contact would then supply only $e^{-0.2/0.03214}=0.002$ of $n(L)$, too little to bend the field. The current would be this density times $\mu V/L$, whereas the law has $n(L)$ times $\mu(3V/2L)$. The ratio is $0.002/1.5=0.0013$, which brings the current down to about $4\times10^{-12}$ A/cm², now proportional to $V/L$. At a metal contact the image force lowers the barrier, by 0.098 eV at the mean field; this would raise the current to about $8\times10^{-11}$ A/cm² and make it grow faster than $V/L$. Barriers between common metals and the band edge of such glasses are reported to be several eV, and already at 2 eV injection into the band would give only about $2\times10^{-20}$ A/cm². The example therefore illustrates the law; it does not predict the leakage of a real low-k film.

Where the law does apply, the meaning of thinning a film depends on what is held fixed. At fixed voltage, half the thickness gives eight times the current, provided that $\theta$ and $\mu$ do not change with the field, which doubles. If the field assists release, as in the tunnelling estimate above, the factor can be larger than eight. At fixed mean field, half the thickness gives twice the current, since $V^2/L^3=(V/L)^2/L$. This second rule survives even if $\theta$ depends on the local field: the force at each relative depth $x/L$ is unchanged, while its slope, and with it the charge density, doubles. Both rules assume that the thinner film has the same kind of traps, still nearly empty, and a contact that still supplies enough electrons. The computed values behind the example are listed in the numerical output.

## Computed values

```
thickness L: 500 nm
relative permittivity: 3
voltage V: 10 V
temperature T: 373 K
thermal energy kT: 0.03214 eV
free mobility: 1 cm2/Vs
trap density Nt: 1e+18 cm^-3
trap depth Et: 0.9 eV
band density Nc: 3.479e+19 cm^-3
trap constant N1: 1.203e+07 cm^-3
free fraction theta: 1.203e-11
effective mobility theta*mu: 1.203e-11 cm2/Vs
current density without traps: 239.1 A/cm2
current density with traps, law: 2.875e-09 A/cm2
same, atomic units: 1.215e-23 a.u.
current density, full trap model: 2.918e-09 A/cm2
mean field: 0.2 MV/cm
peak field: 0.3 MV/cm
mean electron density, free+trapped: 9.947e+15 cm^-3
electron density at collector, free+trapped: 4.974e+15 cm^-3
free density at collector: 5.981e+04 cm^-3
trap-filled voltage V_TFL: 754 V
filling excess, full model: 1.513 %
filling excess, formula: 1.492 %
full model exponent of V: 2.015
full model exponent of L: -3.03
full model / law at V_TFL/2: 2.147
simulation free fraction: 0.2
slow traps, early current / trap-free law: 1.013
slow traps, late current / trap law: 1.022
fast traps, late current / trap law: 1.022
attempt rate (rough): 1e+13 1/s
release time from a trap: 0.1447 s
capture time of a free electron: 1.739e-12 s
transit time with traps: 27.72 s
limit energy for contact barrier and Fermi depth: 1.093 eV
diffusion: contact density / Nt: 0.1
diffusion: change of current: 9.124 %
charged empty traps: barrier lowering: 0.196 eV
charged empty traps: emission factor: 444.3
tunnel-assisted / thermal emission: 0.9407
mean trap spacing: 10 nm
trap-to-trap hopping / effective mobility: 1.574e-29
assumed spread of trap energies: 0.05 eV
spread: trapped density at collector grows by factor: 3.003
lighter band mass: 0.5 electron masses
lighter band mass: theta changes by factor: 0.3536
current density with traps at 300 K: 2.279e-12 A/cm2
breakdown field (rough): 5 MV/cm
peak field / breakdown field: 0.06
```
